# Stressed-surface ripples with bulk diffusion: the three-halves wavelength law

## Scaling fixes the form

A stressed solid occupies the half-space below a nearly flat surface $y=h(x,t)$. The material above it is a deep, still liquid in which the solid dissolves slightly. Atoms can leave one part of the surface, diffuse through the liquid and join another part. We ask how fast a small ripple $h=a(t)\cos kx$, with $k>0$ and $ka\ll1$, grows or decays.

The flat state is unchanged by translation along $x$, so to first order in $h$ each wavenumber evolves independently, as $\dot a=s(k)\,a$. The driving force is the change in energy per unit volume of material added to the surface. Two terms linear in $h$ are kept; gravity is negligible for short ripples.

- Surface energy $\gamma$ acts through curvature and gives $\gamma k^2h$.
- The in-plane stress $S$ enters elastic energy quadratically. With an elastic modulus $E'$, the energy density scale is $S^2/E'$. A half-space has no length of its own, so the dimensionless factor multiplying this scale must be a number times $kh$.

The transport step has the same freedom from an intrinsic length. Quasi-static diffusion obeys Laplace's equation, so a surface modulation of wavenumber $k$ extends a distance of order $1/k$ into the liquid, and the flux is proportional to $k$ times the modulation. Hence

$$s\propto k\left(b\,\frac{S^2}{E'}k-\gamma k^2\right)\propto k^2(k_c-k),\tag{1}$$

where $b$ is a number. Scaling cannot supply $b$ or its sign, nor the prefactor. These follow from elasticity and mass balance.

## The potential of a surface atom

Let the flat solid carry equal in-plane stresses $\sigma_{xx}=\sigma_{zz}=S$, positive in tension, with $\sigma_{yy}=0$. The solid is linear and isotropic, with Young modulus $E$ and Poisson ratio $\nu$. For a film on a thick substrate, $S$ exists in the film alone; the two are given equal moduli, and the ripple does not cut through the film. The surface energy $\gamma$ is constant, and surface stress, facets and wetting forces are left out. The uniform liquid pressure is taken as the zero of stress.

Add a layer of thickness $\delta n$ to the surface, with the same lattice misfit as the film. The elastic energy depends on the shape and on the displacement field. At mechanical equilibrium it is stationary with respect to displacement, because the surface is free of traction and the remote substrate is held fixed. The first-order change therefore comes from the energy stored in the new layer, $\int w\,\delta n\,dl$ per unit length along $z$, where $w$ is the elastic energy density at the surface.

The surface energy per unit length along $z$ is $\gamma\int\sqrt{1+h'^2}\,dx\simeq\gamma\int(1+h'^2/2)\,dx$. Its variation, after integration by parts, is $-\gamma\int h''\,\delta h\,dx$. To this order, for atomic volume $\Omega$, the potential of a surface atom relative to the flat stressed surface is

$$\delta\mu=\Omega\,(\delta w-\gamma h'')=\Omega\,(\delta w+\gamma k^2h).\tag{2}$$

The uniform part of $w$ belongs to the flat reference state and drives no exchange between crest and trough.

## Elastic relaxation

The surface normal is $(-h',1)$ to first order. Zero traction along $x$ requires $-Sh'+\sigma_{xy}=0$. Along $y$ it requires $-h'\sigma_{xy}+\sigma_{yy}=0$, whose first term is of second order. The added stress therefore satisfies, at $y=0$,

$$\sigma_{xy}=Sh'=-Sak\sin kx,\qquad \sigma_{yy}=0.\tag{3}$$

Nothing varies along $z$, so the added deformation is plane strain. Use an Airy function $\phi$, with $\sigma_{xx}=\phi_{yy}$, $\sigma_{yy}=\phi_{xx}$ and $\sigma_{xy}=-\phi_{xy}$. Equilibrium is then automatic, and compatibility requires $\nabla^4\phi=0$. The solution with the symmetry of the ripple that decays into the solid is

$$\phi=(A+By)\,e^{ky}\cos kx.\tag{4}$$

At the surface $\sigma_{yy}=-k^2A\cos kx$, so $A=0$. The shear stress is then

$$\sigma_{xy}=kB(1+ky)e^{ky}\sin kx,$$

and comparison with (3) at $y=0$ gives $B=-Sa$. Differentiating twice with respect to $y$,

$$\delta\sigma_{xx}=-Sa(2k+k^2y)e^{ky}\cos kx,\qquad \delta\sigma_{xx}\big|_{y=0}=-2kSh.\tag{5}$$

For either sign of $S$, the stress magnitude falls at a crest, where the material can relax sideways, and rises at a trough.

The thickness of the film does not appear in (5). The initial stress exerts no traction on a horizontal plane, so the flat film–substrate interface needs no correction. With equal moduli, the added problem is a uniform half-space loaded by the surface traction (3).

The change in energy density is $\delta w=S\,\delta\varepsilon_{xx}+S\,\delta\varepsilon_{zz}$, and $\delta\varepsilon_{zz}=0$. Plane strain also requires $\delta\sigma_{zz}=\nu\,\delta\sigma_{xx}$ at the surface, since $\delta\sigma_{yy}=0$ there. Thus

$$\delta\varepsilon_{xx}=\frac{\delta\sigma_{xx}-\nu\,\delta\sigma_{zz}}{E}=\frac{1-\nu^2}{E}\,\delta\sigma_{xx}.$$

Defining $E'=E/(1-\nu^2)$ and using (5),

$$\delta w=-\frac{2kS^2}{E'}h.\tag{6}$$

Substitution in (2) gives

$$\delta\mu=\Omega\gamma k(k-k_c)h,\qquad k_c=\frac{2S^2}{E'\gamma}.\tag{7}$$

For $k<k_c$ the potential is lower at crests than at troughs, so matter moves uphill in height while moving downhill in potential. For $k>k_c$ surface energy wins and the ripple decays.

The same neutral point follows from total energy. The average surface-energy cost per area is $\gamma\langle h'^2\rangle/2=\gamma k^2a^2/4$. By (6), the elastic energy per area $U$ obeys $dU/da=\langle\delta w\cos kx\rangle=-kS^2a/E'$, so

$$U=-\frac{kS^2a^2}{2E'}.\tag{8}$$

The sum of cost and gain vanishes at $k=k_c$. As a test of (8), a finite-element calculation minimized the elastic energy of an actual rippled body with $\nu=0.28$ and amplitude 0.005 wavelengths. Its energy change was 0.998 of (8), both for a fully stressed body and for a stressed film 0.03 wavelengths thick. For the fully stressed body, the finite slope accounts for about 0.07% of the 0.2% shortfall and the mesh for the rest.

## Diffusion through the liquid

The dissolved material is treated as one effective solute with diffusivity $D$. In a dilute solution its chemical potential is a constant plus $k_BT\ln c$. Let $c_0$ be the number density in equilibrium with the flat stressed solid. If attachment is fast enough to maintain local equilibrium, the surface concentration is $c_0e^{\delta\mu/k_BT}$, and its linear change is $c_0\,\delta\mu/k_BT$.

The liquid has no mean flow and the surface no mean growth, so the unperturbed concentration is uniform. The boundary condition may then be applied at $y=0$ instead of $y=h$, with an error of second order. The quasi-static change satisfies $\nabla^2c_1=0$ and vanishes far away:

$$c_1=\frac{c_0\,\delta\mu}{k_BT}\,e^{-ky}.\tag{9}$$

The flux from the solid into the liquid is

$$J=-D\frac{\partial c_1}{\partial y}\bigg|_{0}=\frac{Dkc_0}{k_BT}\,\delta\mu.\tag{10}$$

Each atom that leaves removes a volume $\Omega$, so $\partial h/\partial t=-\Omega J$. The displaced solution itself contains solute, but this changes the balance by a relative amount $\Omega c_0\ll1$. With (7) and (10),

$$s(k)=\Gamma k^2(k_c-k),\qquad \Gamma=\frac{Dc_0\Omega^2\gamma}{k_BT}.\tag{11}$$

The coefficient $\Gamma$ has units of volume per time. One factor of $k$ comes from the elastic and capillary potential (7), the other from the depth of the diffusion field. At long wavelength $s\simeq\Gamma k_ck^2$: the elastic driving force is weak and the diffusion path long.

## The fastest ripple

Differentiating (11),

$$s'(k)=\Gamma k(2k_c-3k),\qquad s''(k)=2\Gamma(k_c-3k).$$

The nonzero stationary point is $k_m=2k_c/3$, where $s''=-2\Gamma k_c<0$. Since $s$ vanishes at both $k=0$ and $k=k_c$ and is negative beyond $k_c$, this is the global maximum. With $\lambda_c=2\pi/k_c$,

$$\lambda_m=\frac{2\pi}{k_m}=\frac32\lambda_c,\qquad s_m=\Gamma\left(\frac{2k_c}{3}\right)^2\frac{k_c}{3}=\frac{4}{27}\Gamma k_c^3.\tag{12}$$

As long as the bulk law (11) holds, with material parameters and temperature fixed, $\lambda_m\propto S^{-2}$ and $s_m\propto S^6$. Doubling the stress shortens the selected wavelength fourfold and raises the rate 64-fold.

The ratio depends on how transport varies with $k$, so different routes can share one value. If transport contributes a factor $k^p$, then $s\propto k^{p+1}(k_c-k)$. Setting the derivative to zero gives $(p+1)k_c=(p+2)k$, hence

$$\frac{\lambda_m}{\lambda_c}=\frac{p+2}{p+1}.\tag{13}$$

Deep bulk diffusion has $p=1$. Attachment control, $p=0$, gives 2, while diffusion along the interface, $p=2$, gives $4/3$.

**Diffusion through the solid.** The same law holds if atoms travel through the interior of a uniform one-component solid. Let their flux be $-L\nabla M$, where $M$ is the diffusion potential and $L$ a transport coefficient. The flat state has uniform $M$, so the change in $L$ caused by the ripple's added stress multiplies a zero gradient and enters at second order. In the flat state $L$ is taken as uniform and isotropic. Without internal sources or sinks, and with slow storage, the first-order potential obeys $\nabla^2M_1=0$. Its surface value is $\delta\mu$, so $M_1=\delta\mu\,e^{ky}$ for $y<0$. The upward flux at the surface is $-Lk\,\delta\mu$, and atoms arriving from below raise the surface, giving $\partial h/\partial t=-\Omega Lk\,\delta\mu$. This again yields $k^2(k_c-k)$, now with coefficient $\Omega^2\gamma L$. Stress caused by the diffusing defects themselves is neglected.

## When the ratio changes

**Finite diffusion time.** With storage in the liquid, $\partial c/\partial t=D\nabla^2c$ and the decay constant $k$ in (9) becomes $q=\sqrt{k^2+s/D}$. The growth condition is $s=\Gamma k(k_c-k)q$. If $s\ll Dk^2$, then $q\simeq k+s/(2Dk)$. Writing $s_0$ for (11),

$$s\simeq s_0\left[1+\frac{\Gamma(k_c-k)}{2D}\right].\tag{14}$$

A numerical eigenvalue calculation that retained the time derivative, at $\Gamma k_c/D=10^{-3}$, placed the maximum at $k=0.6666\,k_c$ with rate $0.1482\,\Gamma k_c^3$. This agrees with (12), where $4/27=0.1481$.

**Finite liquid depth.** Under an impermeable lid at height $H$, the field in (9) is replaced by $\cosh[k(H-y)]/\cosh kH$. The factor $k$ in (10) becomes $k\tanh kH$. For $kH\gg1$ the deep result returns. For $kH\ll1$ the factor is $k^2H$, so the ratio tends to $4/3$: a thin liquid layer acts like transport along the interface. The time-dependent calculation gave 1.333 at $k_cH=0.05$.

**Finite attachment speed.** Let the surface release solute at the rate $J=K(c_{\rm eq}-c_s)$, where $K$ is a speed, $c_{\rm eq}$ the local equilibrium concentration and $c_s$ the actual one. Denote their perturbations by a subscript 1. Diffusion carries away $J=Dkc_{s1}$. Equating the two gives $c_{s1}=c_{\rm eq,1}/(1+Dk/K)$, and therefore

$$s=\frac{\Gamma k^2(k_c-k)}{1+Dk/K}.\tag{15}$$

Local equilibrium requires $Dk\ll K$. In the opposite limit one factor of $k$ cancels and the ratio tends to 2.

**Interface diffusion.** Let mobile atoms of areal density $n_s$ diffuse along the interface with diffusivity $D_s$. Their flux is $-(D_sn_s/k_BT)\,\partial_x\delta\mu$. Its divergence adds $-\Omega D_sn_sk^2\delta\mu/k_BT$ to $\partial h/\partial t$. Relative to the bulk contribution this is

$$R=\frac{D_sn_sk}{Dc_0}.\tag{16}$$

The bulk law thus needs $R\ll1$, a condition that favours long waves. With fast attachment, the total rate is (11) multiplied by $1+R$.

## A silicon–germanium film in solution

Consider a 40 nm film of silicon with 5% germanium on thick silicon, under a metallic solution at 1000 K. The inputs are rough typical values, with $\gamma$, $D$ and the solubility the least certain, and extra digits in the results are kept only so that the arithmetic can be followed: $E=130$ GPa, $\nu=0.28$, $\gamma=0.5$ J/m², $D=5\times10^{-5}$ cm²/s, $\Omega=0.020$ nm³ and dissolved volume fraction $\Omega c_0=10^{-3}$. A full silicon–germanium misfit of 4.2% gives, by linear interpolation in composition, a compressive strain of magnitude $0.05\times4.2\%=0.21\%$. The stress magnitude is

$$|S|=\frac{130\ \text{GPa}}{1-0.28}\times0.0021=0.379\ \text{GPa}.$$

With $E'=141$ GPa,

$$k_c=\frac{2(0.3792\times10^9)^2}{(141.1\times10^9)(0.5)}\ \text{m}^{-1}=4.08\ \mu\text{m}^{-1}.$$

The neutral wavelength is 1.54 μm, and the fastest is $1.5\times1.54=2.31$ μm. Since $k_BT=0.0862$ eV $=1.38\times10^{-20}$ J,

$$\Gamma=\frac{(5\times10^{-9})(10^{-3})(2\times10^{-29})(0.5)}{1.38\times10^{-20}}\ \text{m}^3/\text{s}=3.6\times10^{-3}\ \mu\text{m}^3/\text{s}.$$

Equation (12) gives $s_m=(4/27)(0.00362)(4.077)^3=0.036\ \text{s}^{-1}$, a growth time of 28 s. Growth from 0.3 to 10 nm takes $\ln(10/0.3)/s_m\simeq96$ s. The final slope scale is $k_ma=0.027$, so the small-slope assumption still holds, and the ripple remains within the film. These numbers are sensitive to the strain. The measured lattice constant of the alloy lies below the linear interpolation, giving about 0.185% at room temperature and roughly 0.20% at 1000 K. Through $\lambda_m\propto S^{-2}$ and $s_m\propto S^6$, these values give fastest wavelengths of about 3.0 and 2.6 μm and growth times of about 60 and 40 s.

Selection is not sharp. At $2\lambda_c$ the rate is 0.031 s⁻¹, or 84% of the maximum; at $3\lambda_c$ it is 0.018 s⁻¹. At $0.8\lambda_c$ the ripple decays at 0.096 s⁻¹. Near the maximum, $s\simeq s_m-\Gamma k_c(k-k_m)^2$. Starting from equal amplitudes, after 96 s the amplitude is lower than that of the fastest mode by a factor $e$ at $|k-k_m|\simeq0.2k_c$. With the full rate (11), the band runs from about $1.2\lambda_c$ to $2.3\lambda_c$, so the linear stage leaves a broad mixture around $k_m$.

The quasi-static and deep-liquid assumptions are safe here. The correction in (14) is $5\times10^{-7}$ at $k_m$, and a liquid depth of 1 mm gives $k_mH=2700$. The other assumptions matter more.

**Elastic anisotropy.** For illustration, assume a (001) surface and cubic constants $C_{11}=166$, $C_{12}=64$ and $C_{44}=80$ GPa. The neutral wavelength becomes 1.78 μm for a ripple varying along [100] and 1.98 μm along [110], increases of 16% and 28% over the isotropic value. The three-halves ratio survives, because the elastic response of a uniform half-space remains linear in $k$; the corresponding fastest wavelengths are 2.67 and 2.97 μm. The rate, which goes as $k_c^3$, changes more: the growth time rises from 28 s to 43 s along [100] and 58 s along [110].

**Attachment.** At $k_m$, $Dk_m=13.6$ mm/s. For $K$ equal to 10, 1 and 0.1 times this speed, maximizing (15) gives $\lambda_m/\lambda_c=1.52$, 1.66 and 1.90. At the isotropic $\lambda_c$, these ratios mean 2.35, 2.55 and 2.93 μm. If interface diffusion is negligible, the three-halves law is thus a good description of this film only when $K$ is well above 14 mm/s, a condition that the listed material data do not establish.

**Interface diffusion.** Suppose interface atoms move with the liquid diffusivity and a full mobile layer has thickness $\Omega^{1/3}$. At 1% mobile coverage, (16) gives $R=0.007$ at $k_m$ and a ratio of 1.498. At full coverage, $R=0.74$ and the ratio is 1.41, which shortens the fastest wavelength to 2.17 μm.

**The real process.** In liquid-phase epitaxy of silicon–germanium, a film grows from a supersaturated metallic solution. The model instead holds mean growth at zero. Growth at a mean speed $V$ needs a solute gradient $V/(\Omega D)$ ahead of the surface, so crests reach into richer liquid and, for $V\ll Dk$, the rate (11) gains a term $Vk$. At $k_m$ this term equals $s_m$ when $V\simeq13$ nm/s, so the rate (11) needs much slower growth. The film thickness sets a tighter limit: at only 0.26 nm/s, the film would thicken from 40 to 65 nm during the 96 s of ripple growth and reach the dislocation threshold estimated below. The model also assigns one solubility to both elements and keeps the surface energy isotropic, although silicon-rich crystals can form facets in such solutions. Facets can prevent a smooth ripple from starting. On (001), with step height $h_0=0.136$ nm, the starting amplitude of 0.3 nm is only about two steps. If a step costs a free energy $\beta$ per length, the cost per area is $\beta\langle|h'|\rangle/h_0=2\beta ka/(\pi h_0)$, and the elastic gain (8) exceeds it only for $a>4\beta E'/(\pi h_0S^2)$, which is 15 nm for an illustrative $\beta=1$ meV/Å. The growth from 0.3 to 10 nm therefore assumes an atomically rough interface. Unequal exchange of silicon and germanium changes both rate and local misfit; this shift is not computed here. Solubility varies strongly with solvent and temperature. In the bulk law (11), with other inputs fixed, the growth time varies as $1/(\Omega c_0)$, while the wavelengths do not depend on it. Interface diffusion would add a dependence through (16).

Dislocations can also relieve $S$. Consider a dislocation whose Burgers vector has length $b_d=0.38$ nm and lies at 60° to the line, with a component $b_d/2$ on which the misfit stress acts. For film thickness $h_d$, a rough balance between the misfit force and the line tension, both per unit length, is
$$\frac{|S|\,b_dh_d}{2}=\frac{G\,b_d^2(1-\nu/4)}{4\pi(1-\nu)}\left[\ln\frac{h_d}{b_d}+1\right],\qquad G=\frac{E}{2(1+\nu)}.$$
Its solution is a threshold thickness of about 65 nm; replacing the constant 1 in the bracket, which stands for the core energy, by 0 or 2 moves it to about 50 or 75 nm. The 40 nm film lies below this estimate, which is not a guarantee that it stays coherent. If the stress fell uniformly and equally in both directions, the ripple would lengthen as $\lambda_m\propto S^{-2}$. The first dislocations do not act so evenly: when they have relieved 5% of the misfit strain, parallel lines are still about $(b_d/2)/(0.05\times0.0021)\simeq1.8$ μm apart, comparable with the ripple wavelength, and a single value of $S$ no longer describes the film. The numerical output lists the main inputs and results of this example.

## Computed results

```
TESTS
FEM/formula energy, stressed body: 0.9982
FEM/formula energy, thin stressed film: 0.9982
Time-dependent diffusion: k_fastest/kc: 0.6666
Peak rate/(Gamma kc^3): 0.1482
lambda_fastest/lambda_c, thin lidded liquid: 1.333
lambda_fastest/lambda_c, slow attachment: 1.990
lambda_fastest/lambda_c, interface diffusion: 1.334
INPUTS (rough typical values)
Ge fraction: 0.05
Misfit for pure Ge on Si: 4.2 %
Young modulus: 130 GPa
Poisson ratio: 0.28
Solid-liquid surface energy: 0.5 J/m2
Temperature: 1000 K
Solute diffusivity in liquid: 5e-05 cm2/s
Atomic volume: 0.02 nm3
Dissolved volume fraction Omega c0: 0.001
Film thickness: 40 nm
Liquid depth: 1 mm
Cubic C11: 166 GPa
Cubic C12: 64 GPa
Cubic C44: 80 GPa
RESULTS
Misfit strain magnitude: 0.21 %
Film stress magnitude S: 0.3792 GPa
Plane-strain modulus: 141.1 GPa
Thermal energy kB T: 0.08617 eV
Neutral wavenumber kc: 4.077 1/um
Fastest wavenumber: 2.718 1/um
Neutral wavelength: 1541 nm
Fastest wavelength: 2312 nm
Gamma: 0.003621 um3/s
Largest growth rate: 0.03635 1/s
Growth time 1/s: 27.51 s
Time from 0.3 to 10 nm amplitude: 96.46 s
Slope k a at the final amplitude: 0.02718
Rate at 0.8 lambda_c: -0.09585 1/s
Rate at 1.2 lambda_c: 0.0284 1/s
Rate at 2.0 lambda_c: 0.03067 1/s
Rate at 3.0 lambda_c: 0.01818 1/s
NEGLECTED EFFECTS
Neutral wavelength, cubic, ripple along [100]: 1782 nm
Neutral wavelength, cubic, ripple along [110]: 1980 nm
Relative transient correction: 4.921e-07
k times liquid depth: 2718
Attachment speed K equal to D k: 13.59 mm/s
lambda_fastest/lambda_c at K = 10 D k: 1.523
lambda_fastest/lambda_c at K = 1 D k: 1.656
lambda_fastest/lambda_c at K = 0.1 D k: 1.899
Interface/bulk transport, mobile coverage 0.01: 0.007377
lambda_fastest/lambda_c, mobile coverage 0.01: 1.498
Interface/bulk transport, mobile coverage 1: 0.7377
lambda_fastest/lambda_c, mobile coverage 1: 1.410
Rough film thickness for misfit dislocations: 65 nm
```
